# Sayre's Equation and the Cochran Distribution of Triplet Phases

## Definitions and conventions

A crystal has a unit cell of volume $V$ with $N$ atoms at $\mathbf r_1,\dots,\mathbf r_N$. Reciprocal-lattice vectors $\mathbf h,\mathbf k$ are defined without a factor $2\pi$, so $\mathbf h\cdot\mathbf R$ is an integer for every lattice translation $\mathbf R$. The structure factor and its inverse are

$$F(\mathbf h)=\int_V\rho(\mathbf r)\,e^{2\pi i\mathbf h\cdot\mathbf r}d^3r,\qquad \rho(\mathbf r)=\frac1V\sum_{\mathbf k}F(\mathbf k)\,e^{-2\pi i\mathbf k\cdot\mathbf r}.$$

Lengths are in bohr and $F$ is in electrons. Kinematic diffraction gives $|F|$ but not the phase. The two theorems below relate the phases.

Equal atoms share one square-integrable density $a(\mathbf r)$. Let $f(\mathbf h)$ and $g(\mathbf h)$ be the Fourier transforms, over all space and with the same sign convention, of $a$ and $a^2$. Put $S(\mathbf h)=\sum_{j=1}^N e^{2\pi i\mathbf h\cdot\mathbf r_j}$. The cell integral over all periodic images of an atom equals the integral over all space of one image, so $F(\mathbf h)=f(\mathbf h)S(\mathbf h)$.

## Theorem 1 (Sayre)

*If the atoms are equal and no two overlap, then wherever $g(\mathbf h)\neq0$,*

$$F(\mathbf h)=\frac{f(\mathbf h)}{g(\mathbf h)V}\sum_{\mathbf k}F(\mathbf k)F(\mathbf h-\mathbf k).$$

**Proof.** Transform $\rho^2$ in two ways. First, insert the Fourier series twice:

$$\int_V\rho^2e^{2\pi i\mathbf h\cdot\mathbf r}d^3r=\frac1{V^2}\sum_{\mathbf k,\mathbf l}F(\mathbf k)F(\mathbf l)\int_Ve^{2\pi i(\mathbf h-\mathbf k-\mathbf l)\cdot\mathbf r}d^3r=\frac1V\sum_{\mathbf k}F(\mathbf k)F(\mathbf h-\mathbf k),$$

because the last integral is $V$ for $\mathbf l=\mathbf h-\mathbf k$ and zero otherwise. Second, without overlap all products of different atoms vanish, so $\rho^2$ is a sum of densities $a^2$ at the atomic sites and its transform is $g(\mathbf h)S(\mathbf h)$. Equate the two, multiply by $f/g$ and use $fS=F$. ∎

**Overlap.** Let $a(\mathbf r)=Z(\alpha/\pi)^{3/2}e^{-\alpha r^2}$. For atoms at $\mathbf p,\mathbf q$ with distance $d$ and midpoint $\mathbf m$,

$$|\mathbf r-\mathbf p|^2+|\mathbf r-\mathbf q|^2=2|\mathbf r-\mathbf m|^2+\tfrac12d^2,$$

so $a(\mathbf r-\mathbf p)a(\mathbf r-\mathbf q)=e^{-\alpha d^2/2}a(\mathbf r-\mathbf m)^2$. The right side of Sayre's equation is therefore

$$f(\mathbf h)\Big[S(\mathbf h)+\sum_{\mathbf p\ne\mathbf q}e^{-\alpha d^2/2}e^{2\pi i\mathbf h\cdot\mathbf m}\Big],$$

where $\mathbf p$ runs over the atoms of one cell and $\mathbf q$ over all atoms of the crystal. Gaussian atoms always overlap a little, and the second term is the error.

**Unequal atoms.** If atom $j$ has density $Z_ja_1$, then $F$ contains the weights $Z_j$, but the transform of $\rho^2$ contains $Z_j^2$. The ratio of the two sums depends on the positions, so no factor known in advance restores the equation.

**Example.** Six model atoms with $Z=6$ lie in a cubic cell of edge 10 bohr, with smallest distance 3.465 bohr. For $\alpha=4$ bohr$^{-2}$ the pair factor is $e^{-4(3.465)^2/2}=e^{-24.0}\approx4\times10^{-11}$. The rms error of Sayre's equation over 342 reflections, relative to the rms $|F|$, is $3.1\times10^{-11}$, of the same order. At this level the sum over $\mathbf k$ must be carried far enough: cutting it at indices $|k_i|\le22$ gives $4.0\times10^{-11}$, while cuts at 26 and 40 both give $3.1\times10^{-11}$, the value of the overlap term. For $\alpha=1$ bohr$^{-2}$ the pair factor is $2.5\times10^{-3}$ and the error $2.8\times10^{-3}$. If one of the sharp atoms is given 12 electrons, the error is 0.32, even after the right side is multiplied by the best common constant. The sharp model atom is much narrower than real carbon: its rms radius is 0.61 bohr, against about 1.5 bohr for a spherically averaged Hartree–Fock carbon atom. For such an atom the analogue of the pair factor, the overlap integral of two densities divided by $\int a^2d^3r$, is about $7\times10^{-4}$ at 3.465 bohr, and about $10^{-2}$ after thermal smearing with $B=3$ Å$^2$. The error of order $10^{-11}$ is thus a property of the model, not of real crystals.

## Normalized structure factors

Sayre's equation fixes a sum over many products. The phase of a single product is a matter of probability. For equal atoms define $E(\mathbf h)=S(\mathbf h)/\sqrt N$ and

$$E_1=E(\mathbf h),\quad E_2=E(\mathbf k),\quad E_3=E(-\mathbf h-\mathbf k),\quad \Phi=\arg(E_1E_2E_3).$$

Moving the origin by $\mathbf b$ multiplies the three factors by phases whose exponents add to zero, so $\Phi$ is a structure invariant. Write $y_a=|E_a|^2$ and $M=|E_1E_2E_3|$.

**Assumptions.** The positions are independent and uniform in the cell, there is no symmetry beyond translations, and $\mathbf h,\mathbf k$ are not collinear. Independence disregards the minimum distance between real atoms, so it is an approximation separate from the resolution required in Theorem 1.

For one atom let $u_1=e^{2\pi i\mathbf h\cdot\mathbf r}$, $u_2=e^{2\pi i\mathbf k\cdot\mathbf r}$ and $u_3=\overline{u_1u_2}$. The average of $u_1^pu_2^q$ vanishes unless $p\mathbf h+q\mathbf k=0$, which requires $p=q=0$. Hence $u_1$ and $u_2$ are independent and uniform on the unit circle.

## Lemma 1 (conditional moments)

*For every $N\ge2$,*

$$\langle\overline{E_3}\,|\,E_1,E_2\rangle=\frac{E_1E_2}{\sqrt N},\qquad \langle|E_3|^2\,|\,E_1,E_2\rangle=1+\frac{(y_1-1)(y_2-1)}{N-1}.$$

**Proof.** The atoms are equivalent and $\sum_ju_{1j}=\sqrt N E_1$, so $\langle u_{1j}|E_1\rangle=E_1/\sqrt N$, and likewise for $u_{2j}$. The two families are independent, so $\overline{E_3}=N^{-1/2}\sum_ju_{1j}u_{2j}$ has mean $N^{-1/2}\cdot N\cdot E_1E_2/N$.

Next, $Ny_1=N+\sum_{j\ne l}u_{1j}\overline{u_{1l}}$ has $N(N-1)$ equivalent terms in the sum, so each has conditional mean $(y_1-1)/(N-1)$. Therefore

$$\langle|E_3|^2|E_1,E_2\rangle=\frac1N\Big[N+N(N-1)\frac{(y_1-1)(y_2-1)}{(N-1)^2}\Big].\qquad ∎$$

This suggests the phase law. If $\overline{E_3}$ were Gaussian about its mean with unit variance, its density would be proportional to $\exp(-|\overline{E_3}-E_1E_2/\sqrt N|^2)$. At fixed moduli the phase enters through the cross term $2\,\mathrm{Re}(E_1E_2E_3)/\sqrt N=(2M/\sqrt N)\cos\Phi$. The proof below does not use this Gaussian assumption.

## Theorem 2 (Cochran)

*Let the moduli be fixed and nonzero, and let $N\to\infty$. With*

$$\kappa=\frac{2|E_1E_2E_3|}{\sqrt N},\qquad P_{\rm C}(\Phi)=\frac{e^{\kappa\cos\Phi}}{2\pi I_0(\kappa)},$$

*the density of $\Phi$ given the moduli satisfies:*

1. *$P(\Phi)=P_{\rm C}(\Phi)+O(N^{-3/2})$.*
2. *$\langle\cos m\Phi\rangle=\dfrac{(\kappa/2)^m}{m!}\,[1+O(1/N)]$ for each $m\ge1$, which is also the leading term of the von Mises value $I_m(\kappa)/I_0(\kappa)$.*
3. *$\langle\cos\Phi\rangle=\dfrac{I_1(\kappa)}{I_0(\kappa)}+\dfrac\kappa2\,\dfrac{y_1+y_2+y_3-3}{N}+O(N^{-5/2})$.*

### Proof, part A: the characteristic function

For complex $t_a$ set $\mu_a=i\overline{t_a}/2$, $\lambda_a=it_a/2$ and

$$C(t)=\Big\langle e^{i\sum_a\mathrm{Re}(\overline{t_a}u_a)}\Big\rangle=\Big\langle e^{\sum_a(\mu_au_a+\lambda_a\overline{u_a})}\Big\rangle .$$

Expand the exponentials. Since $u_1^{n_1}u_2^{n_2}u_3^{n_3}=u_1^{n_1-n_3}u_2^{n_2-n_3}$, a term survives the average if and only if $n_1=n_2=n_3$. With $x_a=\mu_a\lambda_a=-|t_a|^2/4$, $T=\mu_1\mu_2\mu_3$ and $T'=\lambda_1\lambda_2\lambda_3$,

$$C=\prod_a\sum_q\frac{x_a^q}{q!^2}+\sum_{n\ge1}(T^n+T'^n)\prod_a\sum_q\frac{x_a^q}{q!\,(q+n)!}.$$

Let $X=\sum_ax_a$ and $Q=\sum_ax_a^2$. The quadratic terms in $x$ are $\frac14Q+\sum_{a<b}x_ax_b=\frac12X^2-\frac14Q$. Through fifth degree in $t$,

$$C=1+X+\tfrac12X^2-\tfrac14Q+(T+T')(1+\tfrac12X)+\cdots$$

In the logarithm, $-\frac12(C-1)^2$ contributes $-\frac12X^2-X(T+T')$, so

$$\ln C=X-\tfrac14Q+(T+T')(1-\tfrac12X)+O(|t|^6).$$

The characteristic function of $(E_1,E_2,E_3)$ is $C(t/\sqrt N)^N$. A term of degree $D$ in $\ln C$ acquires the factor $N^{1-D/2}$. Expanding all but $e^X$,

$$C^N=e^X\Big\{1+\frac{T+T'}{N^{1/2}}+\frac{\frac12(T+T')^2-\frac14Q}{N}+\frac{\frac16(T+T')^3-(\frac14Q+\frac12X)(T+T')}{N^{3/2}}+O(N^{-2})\Big\}.$$

**Why this may be inverted term by term.** Put $u_1=e^{i\theta_1}$, $u_2=e^{i\theta_2}$. Averaging first over $\theta_1$ gives $J_0(A)$, where $A$ is the amplitude of the sum of two sinusoids with amplitudes $|t_1|,|t_3|$ and relative phase $\chi$, which is $\theta_2$ plus a constant. Then $A\ge\max(|t_1|,|t_3|)\,|\sin\chi|$. Since $|J_0(A)|\le cA^{-1/2}$ and $|\sin\chi|^{-1/2}$ is integrable, $|C|\le c'\max(|t_1|,|t_3|)^{-1/2}$. The same holds for $t_2,t_3$, so $|C|\le c''|t|^{-1/2}$, and $|C|^N$ is integrable over the six real dimensions for $N\ge13$.

Also $|C|=1$ would require the exponent to be constant on the torus of angles. This happens for $t=0$ only, because sinusoids in $\theta_1$, $\theta_2$ and $\theta_1+\theta_2$ are linearly independent. So $|C|\le q<1$ outside any small ball, and that region contributes at most $N^3q^{N-13}\int|C|^{13}d^6t$, which is exponentially small. Inside the ball $|C|\le e^{-|t|^2/8}$, so the Taylor remainder is a power of $N$ times a convergent Gaussian integral.

### Proof, part B: inversion

The factor $e^X$ belongs to the density $\pi^{-3}e^{-\sum|E_a|^2}$. Integration by parts shows that a factor $\mu^p\lambda^q$ corresponds to $(-\partial_E)^p(-\partial_{\bar E})^q$ acting on the density. Since $(-\partial_{\bar E})^qe^{-E\bar E}=E^qe^{-E\bar E}$, the Gaussian is multiplied by

$$H_{pq}=(\bar E-\partial_E)^pE^q.$$

With $y=|E|^2$ this gives $H_{p0}=\bar E^p$ and

$$H_{11}=y-1,\quad H_{21}=\bar E(y-2),\quad H_{22}=y^2-4y+2,\quad H_{32}=\bar E(y^2-6y+6).$$

In particular $T\to\overline{E_1E_2E_3}=Me^{-i\Phi}$ and $T'\to Me^{i\Phi}$.

**Every harmonic.** A term of $\ln C$ with harmonic $n$ (a factor $T^n$, or $T'^{|n|}$ for $n<0$) and $l$ further factors $x$ has degree $3|n|+2l$. Its power of $N$ is

$$1-\tfrac32|n|-l=-\tfrac12|n|-(|n|-1+l).$$

For $n\neq0$ the bracket is nonnegative and vanishes only for $T$ and $T'$ themselves. For $n=0$, the terms other than $X$ have $l\ge2$ and power at most $-1$. A product with total harmonic $m$ is thus largest for $T^m/(m!N^{m/2})$. Every other product is smaller by at least one whole power of $N$, because $\sum|n|-m$ is even. Adding the conjugate, the coefficient of $\cos m\Phi$ in $2\pi P$ is

$$\frac{2M^m}{m!\,N^{m/2}}=\frac{2(\kappa/2)^m}{m!}$$

to leading order. This is statement 2, since $I_m(\kappa)=(\kappa/2)^m/m!+\cdots$ and $I_0=1+\cdots$.

**First harmonic.** Let $A_0$ be the part independent of $\Phi$ and $A_1$ the coefficient of $e^{-i\Phi}$, so $\langle\cos\Phi\rangle=A_1/A_0$. In $A_0$ the term $\frac12(T+T')^2$ contributes $TT'=x_1x_2x_3$. In $A_1$ the cube contributes $\frac12T^2T'$. Hence

$$A_0=1+\frac1N\Big[\prod_a(y_a-1)-\tfrac14\sum_a(y_a^2-4y_a+2)\Big]+O(N^{-2}),$$

$$A_1=\frac{M}{\sqrt N}\Big\{1+\frac1N\Big[\tfrac12\prod_a(y_a-2)-\tfrac14\sum_a(y_a^2-6y_a+6)-\tfrac12\sum_a(y_a-2)\Big]+O(N^{-2})\Big\}.$$

In the ratio the single sums cancel:

$$-\tfrac14\sum_a(-2y_a+4)-\tfrac12\sum_a(y_a-2)=0.$$

The products leave, with $e_1=\sum y_a$, $e_2=\sum_{a<b}y_ay_b$, $e_3=y_1y_2y_3$,

$$\tfrac12(e_3-2e_2+4e_1-8)-(e_3-e_2+e_1-1)=-\tfrac12e_3+e_1-3.$$

Therefore

$$\langle\cos\Phi\rangle=\frac\kappa2\Big[1-\frac{e_3}{2N}+\frac{e_1-3}{N}+O(N^{-2})\Big].$$

Since $\kappa^2/8=e_3/(2N)$ and $I_1/I_0=\frac\kappa2(1-\frac{\kappa^2}8+\cdots)$, the first two terms are those of the von Mises law, and statement 3 follows. The first harmonics of $P$ and $P_{\rm C}$ thus differ by $O(N^{-3/2})$ and the higher ones by $O(N^{-2})$ or less, which is statement 1. ∎

**Corollary.** Define $\kappa_{\rm eff}$ by $I_1(\kappa_{\rm eff})/I_0(\kappa_{\rm eff})=\langle\cos\Phi\rangle$. The slope of $I_1/I_0$ at small $\kappa$ is $\frac12$, so

$$\kappa_{\rm eff}=\kappa\Big[1+\frac{y_1+y_2+y_3-3}{N}+O(N^{-2})\Big].$$

Since $\langle y_a\rangle=1$, the relative correction $(y_1+y_2+y_3-3)/N$ averages to zero over all triplets. It is positive when $y_1+y_2+y_3>3$ and negative when the sum is below 3. The shift $\kappa_{\rm eff}-\kappa$ does not average to zero, because its factor $\kappa$ gives the strong triplets more weight.

## Meaning and limits

For $\kappa\to0$ the phase is uniform and the moduli say nothing about it. For large $\kappa$ the von Mises law approaches a Gaussian about $\Phi=0$ with variance $1/\kappa$, but Theorem 2 does not reach this regime, because at fixed moduli $\kappa\to0$ as $N\to\infty$. At given moduli $\kappa$ falls as $N^{-1/2}$, so single triplets carry less information in larger structures.

The proof holds the moduli fixed, but the law need not fail when they grow slowly. For equal moduli growing as $N^{1/6}$, so that $\kappa=2$ throughout, a saddle-point evaluation of the density gives $\kappa_{\rm eff}=2.073$, 2.019 and 2.005 at $N=640$, 5120 and 40960, in line with the correction $(y_1+y_2+y_3-3)/N$. This is a numerical finding and is not proved here. The law does fail when the moduli approach $\sqrt N$. If $|E_1|=|E_2|=\sqrt N$, the largest possible value, all $u_{1j}$ are equal and so are all $u_{2j}$. Then $|E_3|=\sqrt N$ and $\Phi=0$ with certainty, whereas Cochran's law with $\kappa=2N$ still has a finite width. With a centre of symmetry at the origin all $E$ are real, $\Phi$ is 0 or $\pi$, and a continuous law cannot apply.

## Concentration in small structures

**Fixed moduli.** Take $|E_a|=1.2,\ 1.5,\ 1.8$. Then $M=3.24$ and $y_1+y_2+y_3-3=1.44+2.25+3.24-3=3.93$. For $N=20$,

$$\kappa=\frac{2\times3.24}{\sqrt{20}}=1.449,\qquad \kappa\Big(1+\frac{3.93}{20}\Big)=1.734.$$

The true value for independent atoms comes from numerical Fourier inversion of $C^N$, without the expansion in $1/N$:

| $N$ | $\kappa$ | corrected | $\kappa_{\rm eff}$ |
|---|---|---|---|
| 20 | 1.449 | 1.734 | 1.856 |
| 80 | 0.724 | 0.760 | 0.763 |
| 640 | 0.256 | 0.258 | 0.258 |

At $N=20$ Cochran's parameter is 22% below the effective one, and the first correction removes about 70% of the gap. The correction coefficient extrapolated from $N=320$ and 640 is 3.929, against 3.930 from the formula. For the weak moduli 0.5, 0.8, 1.0 both are $-1.110$. The ratio of $\langle\cos2\Phi\rangle$ to $I_2/I_0$ is 1.32 at $N=20$ and 1.01 at $N=640$, and extrapolates to 1.000.

**Random structures.** Let the concentration be $s\kappa$ with one common $s$. The log-likelihood $\sum[s\kappa\cos\Phi-\ln I_0(s\kappa)]$ is stationary when

$$\sum\kappa\Big[\cos\Phi-\frac{I_1(s\kappa)}{I_0(s\kappa)}\Big]=0.$$

One triplet from each of 400,000 random 20-atom structures gives $s=1.140\pm0.006$. For 100,000 structures of 80 atoms, $s=1.02\pm0.02$. The corollary predicts an excess over 1. For small $\kappa$, $I_1(s\kappa)/I_0(s\kappa)\approx s\kappa/2$ and $\langle\cos\Phi\rangle\approx\kappa_{\rm eff}/2$, so the condition gives $s=\langle\kappa\kappa_{\rm eff}\rangle/\langle\kappa^2\rangle=1+\langle e_3(e_1-3)\rangle/(N\langle e_3\rangle)$. To leading order the $y_a$ are independent with density $e^{-y}$, so $\langle y\rangle=1$, $\langle y^2\rangle=2$, $\langle e_3\rangle=1$, $\langle e_3e_1\rangle=6$ and $s\approx1+3/N$. This is 1.15 at $N=20$, near the fitted value, and about 1.04 at $N=80$. The 80-atom sample is too small to separate 1.04 from 1, so it does not show that the excess has vanished there.

A single 20-atom structure with uniform random positions, sampled over 100,000 random pairs $\mathbf h,\mathbf k$ with indices between $-500$ and $500$, gives $s=1.135\pm0.012$, in agreement with the ensemble. The reason is that the average of $e^{2\pi i\mathbf h\cdot\sum_jn_j\mathbf r_j}$ over a growing range of $\mathbf h$ vanishes unless $\sum_jn_j\mathbf r_j$ is a lattice vector. For generic positions this happens only when all integers $n_j$ are zero, so in the limit of an unbounded range the atomic phases behave as independent uniform variables. Measured data cover a far smaller range. For forty 20-atom structures in a cubic cell of edge 13.4 bohr, using non-collinear triplets with all three index vectors of length at most 9, the mean $s$ is $1.141\pm0.004$, with or without a minimum distance of 2.6 bohr. With length at most 5, single structures give $s$ from 1.07 to 1.28, and the minimum distance lowers the mean from $1.142\pm0.006$ to $1.117\pm0.004$.

**A direct comparison.** Among the 20-atom structures, 1911 triplets have ordered moduli within 0.15 of 1.2, 1.5 and 1.8. Their mean $\cos\Phi$ is $0.647\pm0.010$. At their mean moduli the inversion gives 0.659 and Cochran's law 0.572. The fraction with $|\Phi|<90^\circ$ is $0.907\pm0.007$, against 0.856 from Cochran's $\kappa$ and 0.904 from a von Mises law with $\kappa_{\rm eff}$. In this case the von Mises shape with the effective concentration describes that fraction well, and the main fault of Cochran's law is a concentration that is too small.

## Computed values

```
Cubic cell edge: 10.0 bohr; atoms: 6
Electrons per atom: 6
Smallest interatomic distance: 3.465 bohr
Reflections compared: 342
sharp atoms, alpha = 4.0 bohr^-2: relative rms Sayre error 4.02e-11
  pair factor exp(-alpha d^2/2) at smallest d: 3.74e-11
  F(1,2,0) = -7.63226-1.36709j electrons; Sayre sum -7.63226-1.36709j
broad atoms, alpha = 1.0 bohr^-2: relative rms Sayre error 2.77e-03
  pair factor exp(-alpha d^2/2) at smallest d: 2.47e-03
  F(1,2,0) = -5.27128-0.94419j electrons; Sayre sum -5.26972-0.94432j
One atom doubled, best scale: relative rms error 0.319
Fitted s, random structures, N=20: 1.1403 +/- 0.0060 (400000 triplets)
Fitted s, random structures, N=80: 1.0189 +/- 0.0211 (100000 triplets)
Fitted s, one structure, N=20: 1.1352 +/- 0.0120 (100000 triplets)
N=20, given |E1|>1 and |E2|>1:
  mean Re(E1E2E3): sampled 0.8740, formula 0.8760
  mean |E3|^2: sampled 1.0567, formula 1.0505
Moduli 1.2, 1.5, 1.8: columns N, kappa, I1/I0, true <cos Phi>,
  effective kappa, kappa with first correction
    20 1.4490 0.5833 0.6727 1.8562 1.7337
    40 1.0246 0.4550 0.4948 1.1432 1.1252
    80 0.7245 0.3404 0.3562 0.7630 0.7601
   320 0.3622 0.1782 0.1804 0.3668 0.3667
   640 0.2561 0.1270 0.1278 0.2577 0.2577
Correction coefficient, large moduli: limit 3.9288, formula 3.9300
Correction coefficient, small moduli: limit -1.1100, formula -1.1100
True <cos 2Phi> over I2/I0: N=20 1.3222, N=640 1.0103, limit 1.0000
N=20 window half-width 0.15: 1911 triplets, mean moduli 1.1939, 1.4844, 1.7749
  <cos Phi>: sampled 0.6467 +/- 0.0100, inversion 0.6589
  Cochran: kappa 1.4067, <cos Phi> 0.5722; effective kappa 1.7838
  P(|Phi|<90 deg): sampled 0.9074, Cochran 0.8555, effective kappa 0.9043
```
